# Voltammetric hysteresis of suppressed copper with slow accelerator adsorption

## The problem

A flat copper electrode stands in an acid copper sulfate bath containing chloride, a polyether suppressor and a disulfide accelerator. At the start the suppressor covers the whole surface. Accelerator then adsorbs slowly, displaces suppressor, and stays adsorbed. The potential is swept at constant rate from equilibrium into the deposition range and back.

Let $E\ge 0$ be the size of the cathodic overpotential, and count deposition current as positive. The sweep runs from $E=0$ to $E_m$ and back to zero at rate $v>0$. Accelerator covers a fraction $\theta$ of the area and suppressor the rest. The two parts conduct in parallel:

$$i=(1-\theta)\,i_s(E)+\theta\,i_a(E), \tag{1}$$

$$i_j(E)=i^0_j\left[e^{a_j fE}-e^{-(2-a_j)fE}\right],\qquad f=\frac{F}{RT},\quad j=s,a.$$

The ratio of the cathodic to the anodic term is $e^{2fE}$, as equilibrium of a two-electron reaction requires, so the exponents sum to 2. Adsorption occurs on the area not yet taken:

$$\frac{d\theta}{dt}=k(E)\,C\,(1-\theta),\qquad k(E)=k_0e^{bE},\quad b=a_kf. \tag{2}$$

Here $C$ is the accelerator concentration at the surface, at first taken equal to that in the bath. The suppressor film is assumed stable wherever accelerator has not displaced it.

The parameters are round numbers:

- $T=298.15$ K, so $f=38.92\ \mathrm{V^{-1}}$.
- Suppressed copper: $i^0_s=0.02\ \mathrm{mA/cm^2}$, $a_s=0.40$.
- Accelerated copper: $i^0_a=0.30\ \mathrm{mA/cm^2}$, $a_a=0.50$.
- Adsorption: $k_0=10$ L/(mol s), $a_k=0.40$, so $b=15.57\ \mathrm{V^{-1}}$.
- $C=50$ µmol/L, $v=1$ mV/s, $E_m=0.20$ V.

Find the current at $E=0.10$ V on each sweep. Then decide what happens if the surface is saturated with accelerator beforehand, or if the bath contains none.

## A tempting solution

Since the sweep rate is constant, time can be replaced by potential through $dt=dE/v$. Equation (2) becomes

$$\frac{d\theta}{dE}=\frac{k(E)C}{v}(1-\theta).$$

With $\theta=0$ at $E=0$, integration gives

$$\theta(E)=1-e^{-L(E)},\qquad L(E)=\frac{k_0C}{v}\int_0^E e^{bE'}dE'=\frac{k_0C}{vb}\left(e^{bE}-1\right). \tag{3}$$

At 0.10 V this gives $L=0.120$, $\theta=0.113$ and $i=0.322\ \mathrm{mA/cm^2}$. Coverage appears to be a function of potential alone, so the return sweep should pass through the same point. On this argument slow adsorption bends the curve but opens no loop, and any loop that is measured must come from something else, such as copper depletion.

## Where it fails

The result can be tested against the physics it started from. At the reversal, (3) gives $\theta=0.499$. If it also held on the return sweep, coverage would have to fall from 0.499 to 0.113 by the time $E$ is back at 0.10 V. Yet the right side of (2) is never negative: the model contains no process that removes accelerator.

The fault is the substitution $dt=dE/v$. It holds on the forward sweep, where $dE/dt=+v$. On the return sweep $dE/dt=-v$, so $dt=-dE/v$. Keeping the forward sign there makes time run backwards and turns adsorption into desorption. Equation (3) is therefore right for the forward sweep and wrong for the return.

## The correct coverage

Let the initial coverage be $\theta_0$, so that partial precoverage is included. Dividing (2) by $1-\theta$ and integrating over time gives

$$-\ln\frac{1-\theta(t)}{1-\theta_0}=\int_0^t k\,C\,dt'.$$

The integral on the right is the accumulated dose. On the forward sweep it is $L(E)$ from (3). At the reversal it has reached $L_m=L(E_m)$. The return sweep adds

$$\int_{E_m}^{E}k(E')C\left(-\frac{dE'}{v}\right)=\int_E^{E_m}\frac{k(E')C}{v}\,dE'=L_m-L(E).$$

The total dose on the return is thus $2L_m-L(E)$, and

$$1-\theta_{\rm f}=(1-\theta_0)e^{-L(E)},\qquad 1-\theta_{\rm r}=(1-\theta_0)e^{-[2L_m-L(E)]}. \tag{4}$$

The subscripts f and r denote the forward and return sweeps.

## The difference in current

At a given $E$ the functions $i_s$ and $i_a$ are the same on both sweeps. Writing (1) as $i=i_s+\theta(i_a-i_s)$ and subtracting gives

$$i_{\rm r}-i_{\rm f}=(\theta_{\rm r}-\theta_{\rm f})(i_a-i_s).$$

From (4),

$$\theta_{\rm r}-\theta_{\rm f}=(1-\theta_0)\left[e^{-L}-e^{-2L_m+L}\right]=(1-\theta_0)e^{-L_m}\left[e^{L_m-L}-e^{-(L_m-L)}\right].$$

The last bracket is $2\sinh(L_m-L)$, so

$$i_{\rm r}-i_{\rm f}=2(1-\theta_0)(i_a-i_s)\,e^{-L_m}\sinh\left[L_m-L(E)\right]. \tag{5}$$

For $0<E<E_m$ and $C>0$, $L$ is less than $L_m$ and the hyperbolic sine is positive. The return current is larger if $\theta_0<1$ and $i_a>i_s$. The second condition needs attention, because

$$i_a-i_s=\left(1-e^{-2fE}\right)\left[i_a^0e^{a_afE}-i_s^0e^{a_sfE}\right].$$

The first factor is positive for $E>0$, so the second bracket sets the sign. In the example $i_a^0>i_s^0$ and $a_a>a_s$, and the bracket is positive at every $E>0$.

If instead $i_a^0>i_s^0$ but $a_s>a_a$, the two branches cross at

$$E_x=\frac{\ln(i_a^0/i_s^0)}{f(a_s-a_a)}.$$

Above $E_x$ the nominal accelerator slows deposition, and the loop reverses. For the hypothetical values $i_s^0=0.02$ and $i_a^0=0.10\ \mathrm{mA/cm^2}$, $a_s=0.90$ and $a_a=0.40$, this gives $E_x=0.0827$ V. Integrating (2) in time over the cycle puts the sign change at the same potential. More coverage alone is thus not enough for a larger return current; the added species must also be the faster one at that potential.

## The numbers

At $E=0.10$ V the forward dose is

$$L=\frac{10\times 5.0\times10^{-5}}{10^{-3}\times15.57}\left(e^{1.557}-1\right)=0.120.$$

The same formula at 0.20 V gives $L_m=0.691$. The return dose at 0.10 V is therefore $1.381-0.120=1.261$, and

$$\theta_{\rm f}=1-e^{-0.120}=0.113,\qquad \theta_{\rm r}=1-e^{-1.261}=0.717.$$

With $i_s=0.0948$ and $i_a=2.100\ \mathrm{mA/cm^2}$, equation (1) gives

$$i_{\rm f}=0.8867(0.0948)+0.1133(2.0995)=0.322\ \mathrm{mA/cm^2},$$

$$i_{\rm r}=0.283(0.0948)+0.717(2.100)=1.53\ \mathrm{mA/cm^2}.$$

The return current is nearly five times the forward current at the same potential. Coverage goes on rising after the reversal, from 0.499 to 0.749 at the end of the cycle. The current nevertheless falls from 7.56 to $3.74\ \mathrm{mA/cm^2}$ as $E$ returns from 0.20 to 0.15 V, because the lower driving force outweighs the added coverage. "More current on the return" is a comparison at equal potential.

The opening vanishes at both ends for different reasons. At $E=0$ both branch currents are zero, although the coverages differ strongly. At $E_m$ the coverages coincide. In between, the opening reaches $2.23\ \mathrm{mA/cm^2}$ near 0.16 V. The return sweep passes $227\ \mathrm{mC/cm^2}$ more charge than the forward sweep, and the whole cycle deposits about 262 nm of copper.

## The two comparison surfaces

If the surface is saturated, $\theta_0=1$ and the right side of (2) is zero from the start. Coverage stays at 1, and both sweeps follow $i_a(E)$. If the suppressed surface is in an accelerator-free bath, $\theta_0=0$ and $C=0$; both sweeps follow $i_s(E)$. The first curve is high and the second low, but neither has a loop.

In this model the loop thus requires coverage that changes during the cycle. Neither a fast surface nor a suppressed one is enough by itself.

## How slow is slow?

Concentration and sweep rate enter (4) only through $C/v$. Tripling both leaves the coverages at each potential unchanged.

When $L_m\ll1$, expanding the exponentials to first order gives

$$\theta_{\rm r}-\theta_{\rm f}\simeq2(1-\theta_0)\left[L_m-L(E)\right],$$

so the loop grows in proportion to $C/v$. At 5 µmol/L and 0.10 V, with $\theta_0=0$, this predicts an opening of $0.229\ \mathrm{mA/cm^2}$. The full formula gives 0.214, so the linear estimate is 7 % too high relative to the full result.

In the opposite limit, (4) gives $\theta_{\rm r}-\theta_{\rm f}\le(1-\theta_0)e^{-L(E)}$. At any fixed $E>0$ the loop closes once $L(E)\gg1$, because the surface is already saturated when the forward sweep arrives. At 5000 µmol/L the opening at 0.10 V is only about $10^{-5}\ \mathrm{mA/cm^2}$. Where $L(E)\gg1$, fast adsorption therefore leaves almost no loop, and both sweeps lie on the high-current curve. An opening remains close to $E=0$, where the forward dose is not yet large. At 5000 µmol/L it reaches $0.11\ \mathrm{mA/cm^2}$ near 0.0135 V, which is small beside the loop of the main example but not beside the forward current of $0.14\ \mathrm{mA/cm^2}$ at that potential.

Between these limits there is a best concentration. Let $l=L/C$ and $l_m=L_m/C$, which do not depend on $C$. With $v$, $E$ and $E_m$ fixed, the $C$-dependent factor is $e^{-lC}-e^{-(2l_m-l)C}$. Setting its derivative to zero gives

$$l\,e^{-lC}=(2l_m-l)\,e^{-(2l_m-l)C}\quad\Rightarrow\quad e^{2(l_m-l)C}=\frac{2l_m-l}{l},$$

$$C^*=\frac{\ln[(2l_m-l)/l]}{2(l_m-l)}. \tag{6}$$

The derivative is positive at $C=0$ and changes sign once, so this is the maximum. At 0.10 V, using the doses found for 50 µmol/L,

$$C^*=50\times\frac{\ln(1.261/0.120)}{1.261-0.120}\approx103\ \text{µmol/L}.$$

The coverage difference is then 0.706. A wider loop is thus not by itself a sign of more accelerator: beyond $C^*$ it narrows at this potential.

## Could copper depletion make the loop?

The tempting solution left depletion as the likely cause. Consider a stirred diffusion layer of thickness $d$, with bulk copper concentration $c_b$ at its outer edge. Let $u(x,t)$ be the copper concentration divided by $c_b$, with $x=0$ at the electrode. The flux condition is $D\,\partial_xu(0)=i/(2Fc_b)$, and the limiting current is $i_L=2FDc_b/d$.

For slow changes the leading profile is linear:

$$u_0=1-\frac{i}{i_L}\left(1-\frac{x}{d}\right).$$

Its correction $u_1$ obeys

$$D\,\partial_x^2u_1=\partial_tu_0=-\frac{1}{i_L}\frac{di}{dt}\left(1-\frac{x}{d}\right),\qquad \partial_xu_1(0)=0,\quad u_1(d)=0.$$

One integration from the electrode gives

$$\partial_xu_1=-\frac{1}{Di_L}\frac{di}{dt}\left(x-\frac{x^2}{2d}\right).$$

Integrating again from $0$ to $d$, with $u_1(0)=-\int_0^d\partial_xu_1\,dx$, gives $u_1(0)=(d^2/3D)(di/dt)/i_L$. The surface value is therefore

$$u_s=1-\frac{i}{i_L}+\frac{\tau}{i_L}\frac{di}{dt},\qquad\tau=\frac{d^2}{3D}. \tag{7}$$

Let $g(E,u)$ be the kinetic current at fixed coverage, with the cathodic term multiplied by $u$. With an uncompensated resistance $r$ (for unit area), $i=g(E-ri,u_s)$. Without the lag term, this reads $i=g(E-ri,\,1-i/i_L)$. Its right side decreases as $i$ rises, so it has one solution at each $E$, the same on both sweeps. Steady depletion and ohmic drop lower the current but make no loop at fixed coverage.

Now let the lag shift the current by $\delta i$. To first order, with subscripts on $g$ denoting derivatives,

$$\delta i=-rg_E\,\delta i+g_u\left(-\frac{\delta i}{i_L}+\frac{\tau}{i_L}\frac{di}{dt}\right)\quad\Rightarrow\quad S\,\delta i=\frac{g_u\tau}{i_L}\frac{di}{dt},$$

where $S=1+rg_E+g_u/i_L$. Differentiating the steady relation with respect to $E$ gives $di/dE=g_E/S$. Since $di/dt=\pm v\,di/dE$ on the two sweeps,

$$i_{\rm r}-i_{\rm f}=-\frac{2v\tau\,g_ug_E}{i_LS^2}. \tag{8}$$

This holds when the current changes little during $\tau$, and only at times more than a few $\tau$ from the reversal; at $E_m$ itself the two sweeps meet and the difference is zero. The sign is negative. On the return, the surface still carries the depletion left by the larger currents just before, so depletion lag opposes the accelerator loop.

For $c_b=0.25$ mol/L, $D=5\times10^{-6}\ \mathrm{cm^2/s}$, $d=20$ µm and $r=0.5\ \Omega\,\mathrm{cm^2}$, one finds $i_L=121\ \mathrm{mA/cm^2}$ and $\tau=0.27$ s. Equation (8) then gives $-0.0019\ \mathrm{mA/cm^2}$ for the presaturated surface at 0.15 V. A numerical solution of the diffusion equation gives the same value, on a current of $5.07\ \mathrm{mA/cm^2}$. For suppressed copper without accelerator the lag contributes only $-3\times10^{-6}\ \mathrm{mA/cm^2}$. These small values belong to a thin, stirred layer: $\tau/i_L$ grows as $d^3$. A layer ten times thicker, as in an unstirred bath, has $\tau\approx27$ s and $i_L\approx12\ \mathrm{mA/cm^2}$; the condition for (8) then fails, and the reversed depletion loop on a fast surface cannot be neglected.

Double-layer charging adds $+C_{dl}v$ on the forward sweep and $-C_{dl}v$ on the return. For $C_{dl}=50\ \mathrm{µF/cm^2}$ the difference is $-10^{-4}\ \mathrm{mA/cm^2}$. For the presaturated surface and for the suppressed surface without accelerator, the absence of a loop is thus exact in the ideal model and, with these effects included for the thin stirred layer above, very nearly true except within a few millivolts of $E=0$. There the deposition current itself vanishes, and charging is no longer negligible beside it: at 1 mV the charging difference is about 7 % of the current on suppressed copper.

## The model beside a real bath

The concentrations and the sweep rate are round values chosen for illustration. The kinetic constants are rough choices that give strong suppression and adsorption over minutes; they are not measurements of a particular bath.

Transport changes the main result moderately. The same diffusion calculation, with accelerator also diffusing at $D$ and a saturated coverage of $10^{-9}\ \mathrm{mol/cm^2}$, lowers the opening at 0.15 V from 2.15 to $1.89\ \mathrm{mA/cm^2}$. With the resistance removed it is 2.03, so about half of the reduction is ohmic and the rest comes from depletion of copper and accelerator together.

Real deposits can also bury or deactivate accelerator, which breaks the assumption of irreversible adsorption without loss. Suppose coverage decays by a factor $e$ for each 20 µm of growth, an assumed length. The slow-adsorption opening at 0.15 V then changes only from 1.89 to $1.88\ \mathrm{mA/cm^2}$. A surface saturated beforehand and moved to an accelerator-free bath, however, acquires a reversed loop of $-0.066\ \mathrm{mA/cm^2}$, about 1.3 % of its current. As long as the total loss over the cycle stays small, faster loss enlarges this effect.

Two limits are not sized here. If the suppressor film itself breaks down at high overpotential and recovers slowly, a loop can appear without accelerator, so the accelerator-free sweep is a needed control. And the surface is flat: in a trench narrower than the few hundred nanometres deposited per cycle, the changing shape and area would alter the coverage, and (5) would not apply. The remaining values are in the numerical output.

## Numbers as computed

```
Temperature 298.15 K; F/RT = 38.922 1/V; b = 15.569 1/V
Suppressed: i0 = 0.02 mA/cm2, transfer coeff. 0.40
Accelerated: i0 = 0.30 mA/cm2, transfer coeff. 0.50
Adsorption: k0 = 10.0 L/(mol s), coefficient 0.40
Accelerator 50 umol/L; scan 1.0 mV/s; reversal 0.20 V
Dose at reversal = 0.6907; after full cycle = 1.3813
Coverage at reversal = 0.4987; at end = 0.7487
IDEAL MODEL: E in V, currents in mA/cm2
E=0.05: dose=0.0378, theta fwd=0.0371, ret=0.7391
  i fwd=0.0700, ret=0.5858, diff=0.5159; sup=0.0427, acc=0.7776
E=0.10: dose=0.1202, theta fwd=0.1133, ret=0.7166
  i fwd=0.3220, ret=1.5315, diff=1.2095; sup=0.0948, acc=2.0995
E=0.15: dose=0.2997, theta fwd=0.2590, ret=0.6609
  i fwd=1.5924, ret=3.7432, diff=2.1508; sup=0.2067, acc=5.5575
E=0.20: dose=0.6907, theta fwd=0.4987, ret=0.4987
  i fwd=7.5598, ret=7.5598, diff=0.0000; sup=0.4501, acc=14.7052
Largest opening = 2.2291 mA/cm2 at E = 0.1615 V
Return minus forward charge = 227.38 mC/cm2
Deposit thickness in ideal cycle = 261.9 nm
CONCENTRATION DEPENDENCE at E = 0.10 V
C=5 umol/L: opening = 0.213550 mA/cm2
C=50 umol/L: opening = 1.209520 mA/cm2
C=500 umol/L: opening = 0.602340 mA/cm2
C=5000 umol/L: opening = 0.000012 mA/cm2
Best C: simulated 103.01, formula 103.01 umol/L
Best coverage difference = 0.7062
Crossing test: i0 sup=0.02, acc=0.10 mA/cm2; coeff. 0.90, 0.40
Loop sign change: simulated 0.08270, law 0.08270 V
WITH DIFFUSION AND OHMIC DROP
Copper 0.25 mol/L; D = 5.0e-06 cm2/s (both species); layer 20 um
Resistance 0.50 ohm cm2; saturated coverage 1.0e-09 mol/cm2
Limiting current = 120.61 mA/cm2; diffusion lag = 0.2667 s
slow, E=0.10 V: fwd=0.31772, ret=1.45568, diff=1.137965 mA/cm2
slow, E=0.15 V: fwd=1.52362, ret=3.41668, diff=1.893054 mA/cm2
presaturated, E=0.10 V: fwd=2.02409, ret=2.02376, diff=-0.000335 mA/cm2
presaturated, E=0.15 V: fwd=5.06877, ret=5.06683, diff=-0.001933 mA/cm2
no acc., E=0.10 V: fwd=0.09470, ret=0.09469, diff=-0.000001 mA/cm2
no acc., E=0.15 V: fwd=0.20597, ret=0.20597, diff=-0.000003 mA/cm2
Lag formula, presaturated, E=0.10, 0.15 V: -0.000334, -0.001931 mA/cm2
Slow case without resistance, E=0.15 V: diff=2.02521 mA/cm2
Presaturated at reversal: i=11.8268 mA/cm2, ohmic drop=5.913 mV
Largest accelerator depletion at surface = 4.24 %
Capacitance 50 uF/cm2: return-forward = -0.000100 mA/cm2
Loss length 20 um, E=0.15 V: slow diff=1.87963 mA/cm2
  preadsorbed, accelerator-free bath: diff=-0.06649 mA/cm2
Mesh 20 to 40 cells, largest shift of diff: slow 6.20e-07, presaturated 1.81e-06 mA/cm2
```
